# Why the Fermi level of n-type silicon first rises on warming: test program

```python
"""Fermi level of an uncompensated n-type semiconductor.

Result under test: with donors of depth Ed >> kT the Fermi level mu starts at
-Ed/2 (energies from the conduction edge), rises to one maximum where
Nc(T) = Nd exp(-3/2)/2, and then falls to the intrinsic level.
Nc, Nv: effective band densities; Nd, Na: donor and acceptor densities (cm^-3);
gap: band gap; f: neutral fraction of donors. Energies in eV, T in K.
The reference side solves charge neutrality numerically in logarithmic form.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

K_B = const.k / const.e
M_LONG, M_TRANS, VALLEYS = 0.92, 0.19, 6
M_COND = (VALLEYS * math.sqrt(M_LONG * M_TRANS**2)) ** (2 / 3)
M_VAL = 0.6
GAP = 1.1
DEPTH = 0.045
LN2 = math.log(2)

U_STEP = 0.05
U = np.arange(1, 131) * U_STEP
U2, EXP_U2 = U**2, np.exp(U**2)


def band_density(T, mass):
    x = mass * const.m_e * const.k * T / (2 * math.pi * const.hbar**2)
    return 2 * x**1.5 * 1e-6


def log_fermi_integral(eta):
    """Log of the normalized Fermi-Dirac integral of order 1/2, eta <= 0."""
    total = np.sum(U2 / (EXP_U2 + math.exp(eta))) * U_STEP
    return eta + math.log(4 / math.sqrt(math.pi) * total)


def log_ionized(mu, T, depth):
    return -np.logaddexp(0.0, LN2 + (mu + depth) / (K_B * T))


def fermi_level(T, Nd, depth=DEPTH, Na=0.0, m_val=M_VAL, boltzmann=False):
    kT = K_B * T
    log_nc = math.log(band_density(T, M_COND))
    log_nv = math.log(band_density(T, m_val))
    occupation = (lambda eta: eta) if boltzmann else log_fermi_integral

    def imbalance(mu):
        negative = log_nc + occupation(mu / kT)
        if Na > 0:
            negative = np.logaddexp(negative, math.log(Na))
        holes = log_nv + occupation((-mu - GAP) / kT)
        donors = math.log(Nd) + log_ionized(mu, T, depth)
        return negative - np.logaddexp(donors, holes)

    return brentq(imbalance, -GAP, 0.0, xtol=1e-18, rtol=1e-15, maxiter=500)


def slope(T, Nd, h=1e-3, **options):
    upper = fermi_level(T * (1 + h), Nd, **options)
    lower = fermi_level(T * (1 - h), Nd, **options)
    return (upper - lower) / (2 * h * T)


def find_peak(Nd, T_min, T_max, points=120, **options):
    """Check for a single rise and fall on a grid, then refine the maximum."""
    grid = np.geomspace(T_min, T_max, points)
    levels = np.array([fermi_level(T, Nd, **options) for T in grid])
    top = int(np.argmax(levels))
    assert 0 < top < points - 1
    steps = np.diff(levels)
    assert np.all(steps[:top] > 0) and np.all(steps[top:] < 0)
    return brentq(lambda T: slope(T, Nd, **options),
                  grid[top - 1], grid[top + 1], rtol=1e-10)


def peak_law(Nd):
    """Temperature at which Nc = Nd exp(-3/2)/2."""
    scale = 2 * math.pi * const.hbar**2 / (const.k * M_COND * const.m_e)
    return scale * (Nd * 1e6 / 4) ** (2 / 3) / math.e


print(f"longitudinal, transverse mass: {M_LONG}, {M_TRANS} m_e")
print(f"conduction density-of-states mass: {M_COND:.4f} m_e")
print(f"valence density-of-states mass: {M_VAL} m_e")
print(f"donor depth: {DEPTH*1e3:.1f} meV; gap: {GAP*1e3:.0f} meV")

# Effective density from a direct sum over states in six ellipsoidal valleys.
def line_sum(mass, T):
    a = const.hbar**2 * 1e18 / (2 * mass * const.m_e * const.k * T)
    return quad(lambda q: math.exp(-a * q * q), -10, 10,
                points=[0])[0] * 1e9 / (2 * math.pi)

direct = 2 * VALLEYS * line_sum(M_LONG, 300) * line_sum(M_TRANS, 300)**2 * 1e-6
assert abs(direct / band_density(300, M_COND) - 1) < 1e-7
print(f"Nc at 300 K: {direct:.4e} cm^-3")
print(f"Nv at 300 K: {band_density(300, M_VAL):.4e} cm^-3")

# Peak position and height from the full neutrality equation.
for Nd in (1e15, 1e16, 1e17):
    T_num = find_peak(Nd, 0.01, 1000.0)
    T_law = peak_law(Nd)
    rise = fermi_level(T_num, Nd) + DEPTH / 2
    assert abs(T_num / T_law - 1) < 1e-5
    assert abs(rise / (0.75 * K_B * T_num) - 1) < 1e-5
    print(f"Nd {Nd:.0e} cm^-3: peak T numerical {T_num:.5f} K, "
          f"law {T_law:.5f} K, rise {rise*1e6:.3f} ueV")

ND = 1e16
T_PEAK = peak_law(ND)
KT_PEAK = K_B * T_PEAK
mu_peak = fermi_level(T_PEAK, ND)
log_fraction = log_ionized(mu_peak, T_PEAK, DEPTH)
predicted = -0.75 - LN2 - DEPTH / (2 * KT_PEAK)
assert abs(log_fraction - predicted) < 1e-6
print(f"main case Nd: {ND:.0e} cm^-3")
print(f"Nc at peak: {band_density(T_PEAK, M_COND):.4e} cm^-3")
print(f"kT at peak: {KT_PEAK*1e3:.5f} meV; Ed/kT: {DEPTH/KT_PEAK:.1f}")
print(f"mu at peak: {mu_peak*1e3:.5f} meV")
print(f"log10 of n/(cm^-3) at peak: "
      f"{math.log10(ND) + log_fraction/math.log(10):.1f}")

# Zero-temperature limit and the freeze-out expression.
assert abs(fermi_level(1e-3, ND) + DEPTH / 2) < 1e-6
for T in (0.05, 0.5, 4.0, 10.0):
    frozen = -DEPTH / 2 + K_B * T / 2 * math.log(
        ND / (2 * band_density(T, M_COND)))
    assert abs(fermi_level(T, ND) - frozen) < 1e-8

# General slope formula, holes included, against finite differences.
for T in (1.0, 5.0, 77.0, 300.0, 600.0, 900.0):
    Nd = 1e17
    kT = K_B * T
    eta = fermi_level(T, Nd, boltzmann=True) / kT
    eps, gam = DEPTH / kT, GAP / kT
    n = band_density(T, M_COND) * math.exp(eta)
    p = band_density(T, M_VAL) * math.exp(-eta - gam)
    w = 2 * math.exp(eta + eps)
    mixed = Nd * w / (1 + w)**2
    formula = K_B * (-n * (1.5 - eta) + p * (1.5 + gam + eta)
                     + mixed * (eps + eta)) / (n + p + mixed)
    numeric = slope(T, Nd, h=1e-4, boltzmann=True)
    assert abs(formula / numeric - 1) < 1e-4

# Very shallow model donor: the condition with partial ionization is needed.
SHALLOW, ND_MODEL = 0.002, 1e18
T_sh = find_peak(ND_MODEL, 1.0, 40.0, depth=SHALLOW, boltzmann=True)
mu_sh = fermi_level(T_sh, ND_MODEL, depth=SHALLOW, boltzmann=True)
ionized = math.exp(log_ionized(mu_sh, T_sh, SHALLOW))
f = 1 - ionized
mixing = -f * math.log(f) - ionized * math.log(ionized)
general = ND_MODEL * math.exp(-1.5 - f * LN2 - mixing)
assert abs(general / band_density(T_sh, M_COND) - 1) < 1e-4
assert abs(T_sh / peak_law(ND_MODEL) - 1) > 0.01
print(f"shallow model: depth {SHALLOW*1e3:.1f} meV, Nd {ND_MODEL:.0e} cm^-3")
print(f"shallow model neutral fraction at peak: {f:.4f}")
print(f"shallow model Nc at peak: {band_density(T_sh, M_COND):.4e} cm^-3")
print(f"shallow model Nc from general condition: {general:.4e} cm^-3")
print(f"shallow model peak T: {T_sh:.4f} K; simple law: "
      f"{peak_law(ND_MODEL):.4f} K")

# Passage through the donor level; holes are still absent there.
T_cross = brentq(lambda T: fermi_level(T, ND) + DEPTH, 20, 200)
log_ratio = (math.log(band_density(T_cross, M_VAL)
                      / band_density(T_cross, M_COND))
             + (2 * DEPTH - GAP) / (K_B * T_cross)) / math.log(10)
assert log_ratio < -50
print(f"mu crosses donor level at: {T_cross:.2f} K")
print(f"log10(p/n) at crossing: {log_ratio:.1f}")

# Fall to the intrinsic level.
def intrinsic(T, m_val=M_VAL):
    nc, nv = band_density(T, M_COND), band_density(T, m_val)
    level = -GAP / 2 + K_B * T / 2 * math.log(nv / nc)
    return level, math.sqrt(nc * nv) * math.exp(-GAP / (2 * K_B * T))

for T in (700.0, 1000.0):
    mu_i, n_i = intrinsic(T)
    closed = mu_i + K_B * T * math.asinh(ND / (2 * n_i))
    assert abs(closed - fermi_level(T, ND)) < 1e-4
for T in (0.1, 4.0, 20.0, 77.0, 300.0, 600.0, 1000.0):
    mu = fermi_level(T, ND)
    print(f"T {T:6.1f} K: mu {mu*1e3:9.3f} meV, log10 ionized fraction "
          f"{log_ionized(mu, T, DEPTH)/math.log(10):.4f}")
for T in (300.0, 600.0, 1000.0):
    mu_i, n_i = intrinsic(T)
    print(f"T {T:.0f} K: intrinsic level {mu_i*1e3:.2f} meV, "
          f"n_i {n_i:.3e} cm^-3")
print(f"midgap: {-GAP/2*1e3:.1f} meV")

# A heavier valence band makes the level turn up again at high temperature.
HEAVY = 2.0
assert slope(300.0, ND, m_val=HEAVY) < 0 < slope(1500.0, ND, m_val=HEAVY)
print(f"valence mass {HEAVY} m_e: slope at 300 K "
      f"{slope(300.0, ND, m_val=HEAVY)*1e3:.4f} meV/K, at 1500 K "
      f"{slope(1500.0, ND, m_val=HEAVY)*1e3:.4f} meV/K")

# A trace of acceptors changes the start and the peak.
NA = 1e12
pinned = -DEPTH + K_B * 1.0 * math.log((ND - NA) / (2 * NA))
assert abs(fermi_level(1.0, ND, Na=NA) - pinned) < 1e-9
T_comp = find_peak(ND, 1.0, 300.0, Na=NA)
assert T_comp > 10 * T_PEAK
print(f"with Na {NA:.0e} cm^-3: mu at 1 K "
      f"{fermi_level(1.0, ND, Na=NA)*1e3:.3f} meV")
print(f"with Na {NA:.0e} cm^-3: peak T {T_comp:.2f} K, mu "
      f"{fermi_level(T_comp, ND, Na=NA)*1e3:.3f} meV")

print("done: every assertion held")
```

Running it gives:

```
longitudinal, transverse mass: 0.92, 0.19 m_e
conduction density-of-states mass: 1.0614 m_e
valence density-of-states mass: 0.6 m_e
donor depth: 45.0 meV; gap: 1100 meV
Nc at 300 K: 2.7439e+19 cm^-3
Nv at 300 K: 1.1663e+19 cm^-3
Nd 1e+15 cm^-3: peak T numerical 0.07642 K, law 0.07642 K, rise 4.939 ueV
Nd 1e+16 cm^-3: peak T numerical 0.35473 K, law 0.35473 K, rise 22.926 ueV
Nd 1e+17 cm^-3: peak T numerical 1.64649 K, law 1.64649 K, rise 106.413 ueV
main case Nd: 1e+16 cm^-3
Nc at peak: 1.1157e+15 cm^-3
kT at peak: 0.03057 meV; Ed/kT: 1472.1
mu at peak: -22.47707 meV
log10 of n/(cm^-3) at peak: -304.3
shallow model: depth 2.0 meV, Nd 1e+18 cm^-3
shallow model neutral fraction at peak: 0.9594
shallow model Nc at peak: 9.6822e+16 cm^-3
shallow model Nc from general condition: 9.6822e+16 cm^-3
shallow model peak T: 6.9533 K; simple law: 7.6423 K
mu crosses donor level at: 75.24 K
log10(p/n) at crossing: -68.0
T    0.1 K: mu   -22.485 meV, log10 ionized fraction -1134.9893
T    4.0 K: mu   -22.868 meV, log10 ionized fraction -28.1864
T   20.0 K: mu   -26.419 meV, log10 ionized fraction -4.9832
T   77.0 K: mu   -45.777 meV, log10 ionized fraction -0.4439
T  300.0 K: mu  -204.777 meV, log10 ionized fraction -0.0018
T  600.0 K: mu  -462.388 meV, log10 ionized fraction -0.0003
T 1000.0 K: mu  -584.552 meV, log10 ionized fraction -0.0017
T 300 K: intrinsic level -561.06 meV, n_i 1.030e+10 cm^-3
T 600 K: intrinsic level -572.12 meV, n_i 1.214e+15 cm^-3
T 1000 K: intrinsic level -586.86 meV, n_i 1.841e+17 cm^-3
midgap: -550.0 meV
valence mass 2.0 m_e: slope at 300 K -0.8107 meV/K, at 1500 K 0.0418 meV/K
with Na 1e+12 cm^-3: mu at 1 K -44.266 meV
with Na 1e+12 cm^-3: peak T 24.80 K, mu -28.392 meV
done: every assertion held
```
